\section*{Variational Monte Carlo for helium: local energy, cusps and variance}

\section{What has to be decided}

Before a variational Monte Carlo run on helium, one must decide which electron--nucleus and electron--electron cusps to build into the trial function, and how. The choice strongly affects the number of samples needed for a given error bar, and it decides whether the sampled variance itself has a usable error bar. Setting the orbital exponent equal to the nuclear charge is the cheapest way to obtain the nuclear cusp, but in a bare product function for helium it gives a larger variance than the exponent of lowest energy. A cusp factor with its own adjustable range avoids this.

Rydberg atomic units are used: lengths in bohr, energies in Ry, variances in Ry$^2$. The nucleus is a fixed point charge $Z$, relativity is omitted, and
\begin{equation}
H=-\nabla_1^2-\nabla_2^2-\frac{2Z}{r_1}-\frac{2Z}{r_2}+\frac{2}{r_{12}} .
\end{equation}
The spatial function of the singlet ground state is symmetric:
\begin{align}
\ln\psi&=f(r_1)+f(r_2)+u(r_{12}),\\
f(r)&=-\alpha r-\frac{cr}{1+\gamma r},\qquad u(r)=\frac{br}{1+\beta r}.
\end{align}
Here $\alpha,\beta,\gamma>0$. The slope of $f$ is $-(\alpha+c)$ at the nucleus and tends to $-\alpha$ far away, so $c$ changes the cusp and $\gamma^{-1}$ sets the range of the change.

\section{Local energy}

The local energy is $E_L=(H\psi)/\psi$. Its average over $|\psi|^2$ is the variational energy $E$, and its variance vanishes if $\psi$ is an eigenfunction. Differentiating $\nabla\psi=\psi\nabla\ln\psi$ once more gives
\begin{equation}
\frac{\nabla_i^2\psi}{\psi}=\nabla_i^2\ln\psi+|\nabla_i\ln\psi|^2 .
\end{equation}
For the Padé form $g=r/(1+\gamma r)$, $g'=(1+\gamma r)^{-2}$ and $g''=-2\gamma(1+\gamma r)^{-3}$, so
\begin{equation}
\nabla^2g=g''+\frac{2g'}{r}
=\frac{-2\gamma r+2(1+\gamma r)}{r(1+\gamma r)^3}
=\frac{2}{r(1+\gamma r)^3}.
\end{equation}
With $\nabla^2r=2/r$ this yields
\begin{equation}
-\nabla^2f=\frac{2\alpha}{r}+\frac{2c}{r(1+\gamma r)^3},\qquad
-2\nabla^2u=-\frac{4b}{r_{12}(1+\beta r_{12})^3}.
\end{equation}
The factor 2 before $\nabla^2u$ arises because both electrons differentiate $u$.

Let $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. The gradients are
\begin{equation}
\nabla_1\ln\psi=f_1'\hat{\mathbf r}_1+u'\hat{\mathbf r}_{12},\qquad
\nabla_2\ln\psi=f_2'\hat{\mathbf r}_2-u'\hat{\mathbf r}_{12}.
\end{equation}
Define $\chi_1=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}$ and $\chi_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf r}_{12}$. Squaring $\mathbf r_2=\mathbf r_1-\mathbf r_{12}$ and $\mathbf r_1=\mathbf r_2+\mathbf r_{12}$ gives
\begin{equation}
\chi_1=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}},\qquad
\chi_2=\frac{r_2^2+r_{12}^2-r_1^2}{2r_2r_{12}} .
\end{equation}
The squared gradients add up to $f_1'^2+f_2'^2+2u'^2+2u'(f_1'\chi_1+f_2'\chi_2)$. They enter $E_L$ with a minus sign, so
\begin{align}
E_L={}&\sum_{i=1}^2\left\{\frac{1}{r_i}\left[2(\alpha-Z)+\frac{2c}{(1+\gamma r_i)^3}\right]-f_i'^2\right\}\notag\\
&+\frac{1}{r_{12}}\left[2-\frac{4b}{(1+\beta r_{12})^3}\right]
-2u'^2-2u'(f_1'\chi_1+f_2'\chi_2),
\label{eq:el}
\end{align}
with $f'=-\alpha-c(1+\gamma r)^{-2}$ and $u'=b(1+\beta r_{12})^{-2}$.

\section{Cusps and a bounded local energy}

The brackets in \eqref{eq:el} vanish at coalescence when
\begin{equation}
c=Z-\alpha,\qquad b=\tfrac12 .
\end{equation}
These are the two cusp conditions. To see what remains, put $q=(1+\gamma r)^{-1}$. Since $1-q=\gamma rq$,
\begin{equation}
\frac{1-q^3}{r}=\frac{(1-q)(1+q+q^2)}{r}=\gamma q(1+q+q^2),
\label{eq:stable}
\end{equation}
which lies between 0 and $3\gamma$. With both cusps and $\alpha\le Z$, each nuclear term $-2c(1-q^3)/r$ lies between $-6c\gamma$ and 0, and the pair term lies between 0 and $6\beta$. Also $\alpha\le|f'|\le Z$, $0<u'\le\frac12$ and $|\chi_i|\le1$. Adding the separate extremes gives
\begin{equation}
-12c\gamma-2Z^2-\tfrac12-2Z\le E_L\le6\beta-2\alpha^2+2Z .
\label{eq:bounds}
\end{equation}
All moments of $E_L$ are then finite. The function need not be continuous: as $r_1\to0$, $\chi_1\to-\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, so the last term of \eqref{eq:el} depends on the direction of approach. At $r_{12}\to0$ away from the nucleus, $f_1'=f_2'$ and $\chi_1+\chi_2\to0$, so that term vanishes.

\section{Why setting $\alpha=Z$ can hurt}

Take the bare product, $b=c=0$. Each electron has density $n(r)=(\alpha^3/\pi)e^{-2\alpha r}$, and
\begin{equation}
E_L=-2\alpha^2+a\left(\frac1{r_1}+\frac1{r_2}\right)+\frac2{r_{12}},\qquad a=2(\alpha-Z).
\end{equation}
Radial integration gives $\langle1/r\rangle=\alpha$ and $\langle1/r^2\rangle=2\alpha^2$, hence $\mathrm{Var}(1/r)=\alpha^2$. The potential of $n$ is $v(r)=[1-(1+\alpha r)e^{-2\alpha r}]/r$: it obeys $(rv)''=-4\pi rn$, is regular at the origin, and has $rv\to1$ at infinity. Therefore
\begin{align}
\left\langle\frac1{r_{12}}\right\rangle&=4\alpha^3\!\int_0^\infty\! r^2e^{-2\alpha r}v\,dr
=4\alpha\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac{5\alpha}{8},\\
\left\langle\frac1{r_1r_{12}}\right\rangle&=4\alpha^3\!\int_0^\infty\! re^{-2\alpha r}v\,dr
=4\alpha^2\left(\frac12-\frac14-\frac1{16}\right)=\frac{3\alpha^2}{4}.
\end{align}
For the second moment use Fourier transforms: that of $n$ is $(1+k^2/4\alpha^2)^{-2}$ and that of $1/r^2$ is $2\pi^2/k$. With $y=k^2/4\alpha^2$,
\begin{equation}
\left\langle\frac1{r_{12}^2}\right\rangle=\int_0^\infty\frac{k\,dk}{(1+k^2/4\alpha^2)^4}
=2\alpha^2\int_0^\infty\frac{dy}{(1+y)^4}=\frac{2\alpha^2}{3}.
\end{equation}
Thus $\mathrm{Var}(1/r_{12})=(2/3-25/64)\alpha^2=53\alpha^2/192$, and the covariance of $1/r_1$ with $1/r_{12}$ is $(3/4-5/8)\alpha^2=\alpha^2/8$. The two nuclear terms are independent. Collecting terms,
\begin{align}
E&=-2\alpha^2+2a\alpha+\tfrac54\alpha=2\alpha^2-4Z\alpha+\tfrac54\alpha,\\
\mathrm{Var}&=2a^2\alpha^2+4\cdot\frac{53\alpha^2}{192}+2\cdot2a\cdot2\cdot\frac{\alpha^2}{8}\notag\\
&=\alpha^2\left[8(\alpha-Z)^2+2(\alpha-Z)+\frac{53}{48}\right].
\label{eq:var}
\end{align}
The energy is lowest at $\alpha=Z-5/16$, which is $27/16$ for helium. There the variance is $2.8477\,(0.7813-0.6250+1.1042)=3.589$; at $\alpha=Z=2$ it is $4(1.1042)=4.417$. The bracket itself falls, from 1.260 to 1.104; the rise comes from the prefactor $\alpha^2$. Contracting the density raises the pair part $53\alpha^2/48$ from 3.144 to 4.417. Removing the nuclear singularity saves only $2.8477\,(0.7813-0.6250)=0.445$, because the negative middle term, the covariance of the attractive error near the nucleus with the repulsion, already cancels most of its contribution.

Equation~\eqref{eq:var} also exposes a trap. As $\alpha\to0$ the variance tends to zero, because the electrons spread to infinity and $E_L\to0$. For helium, \eqref{eq:var} has a local minimum of 3.32 at $\alpha=1.80$, separated from the origin by a maximum of 7.1 at $\alpha=1.01$. A local search started near $27/16$ stops at that minimum, but a global search, or one started below $\alpha\approx1$, leaves the atom altogether. Below, $\alpha$ is held fixed, at $27/16$ except for one comparison with $\alpha=Z$, and the ranges alone are varied.

\section{What a short-range cusp factor gains}

Let $A/r$ be a singular term of $E_L$ and $P(0)$ the probability density of its separation vector at coalescence. A Padé factor carrying a fraction $s$ of the required cusp changes the term to $(A/r)[1-s(1+\gamma r)^{-3}]$. For large $\gamma$, set $x=\gamma r$. The leading fall in variance is
\begin{align}
\Delta&=\frac{4\pi P(0)A^2}{\gamma}\int_0^\infty\left\{1-\left[1-\frac{s}{(1+x)^3}\right]^2\right\}dx\notag\\
&=\frac{4\pi P(0)A^2}{\gamma}\left(s-\frac{s^2}{5}\right),
\label{eq:law}
\end{align}
since $\int_0^\infty2s(1+x)^{-3}dx=s$ and $\int_0^\infty s^2(1+x)^{-6}dx=s^2/5$. The volume element $r^2$ cancels the squared singularity, which leaves one power of $1/\gamma$. A cross term with a regular part of $E_L$ retains one more power of $r$ and is of order $\gamma^{-2}$. The new gradient terms and the change of density are of the same order up to a logarithm.

For the full cusp, $s=1$ and the last factor is $4/5$. Each nuclear term has $A=2(\alpha-Z)$ and $P(0)=\alpha^3/\pi$. The pair term has $A=2$ and $P(0)=\int n^2d^3r=\alpha^3/(8\pi)$. Starting from the bare product,
\begin{equation}
\Delta_{\rm nuc}=\frac{128}{5}\frac{\alpha^3(Z-\alpha)^2}{\gamma},\qquad
\Delta_{\rm ee}=\frac85\frac{\alpha^3}{\beta}.
\end{equation}
Both are positive when $\alpha\ne Z$. So at fixed $\alpha\neq Z$ each cusp, imposed with a sufficiently short range, lowers the variance, and the best range does at least as well.

At $\alpha=27/16$ the predicted $\gamma\Delta_{\rm nuc}$ and $\beta\Delta_{\rm ee}$ are 12.01 and 7.69 Ry$^2$/bohr. Deterministic quadrature of the full $E_L$ gives 10.36 and 7.64 at a range parameter of 100 bohr$^{-1}$, and 11.72 and 7.70 at 1000 bohr$^{-1}$. The nuclear law is approached more slowly.

The function $s-s^2/5$ still rises at $s=1$. Doubling the electron cusp to $b=1$ gives a predicted coefficient of 11.53, and quadrature at 1000 bohr$^{-1}$ gives 11.56. At a fixed short range, minimum variance therefore does not select the correct cusp. The reason to impose $s=1$ is that it cancels the singularity.

\section{Heavy tails}

An uncured singularity leaves the variance finite, because $\int r^2r^{-2}dr$ converges at the origin, but the fourth moment contains $\int r^2r^{-4}dr$ and diverges. For the pair term of the bare product,
\begin{equation}
\Pr\left(\frac2{r_{12}}>t\right)\simeq\frac{4\pi}{3}\left(\frac2t\right)^3\frac{\alpha^3}{8\pi}
=\frac{4\alpha^3}{3t^3},\qquad t\to\infty .
\end{equation}
At $t=20$ Ry this is $8.0\times10^{-4}$; two million independent draws from the product density gave $(8.3\pm0.2)\times10^{-4}$. The exact probability, $7.9\times10^{-4}$, lies 1\% below the leading law. The energy average still obeys the central limit theorem, but the sampled variance has no finite variance of its own, and a single close encounter can shift it visibly.

\section{Algorithm, cost and stability}

\begin{verbatim}
choose alpha, beta, gamma; set c = Z - alpha, b = 1/2
draw W walkers: isotropic directions,
    radii from r^2 exp(-2 alpha r)
for each step:
    for each walker:
        R' = R + width * (6 standard normal numbers)
        accept R' if log(uniform) < 2 ln psi(R') - 2 ln psi(R)
        if burn-in is over: add E_L and E_L^2 at the
            current R, whether or not R' was accepted
E     = average of the W walker means
error = (standard deviation of walker means) / sqrt(W)
Var   = average of E_L^2 - E^2
\end{verbatim}

The proposal is symmetric, so accepting with probability $\min(1,|\psi(R')/\psi(R)|^2)$ satisfies detailed balance for $|\psi|^2$. Repeating the old value after a rejection is part of this rule. Different walkers are independent, so the scatter of their means includes the correlation between successive steps. With $N$ samples in total, the correlation length $\tau$, in steps, is defined by
\begin{equation}
\mathrm{error}^2=\frac{\tau\,\mathrm{Var}}{N}.
\label{eq:cost}
\end{equation}
Each step needs three distances and a fixed number of operations per walker, with no numerical derivatives. At fixed error the cost is proportional to $\tau\,\mathrm{Var}$.

Near coalescence the bracketed terms of \eqref{eq:el} subtract nearly equal numbers and divide by a small distance. With the cusps imposed, use \eqref{eq:stable} instead: the nuclear term is $-2c\gamma q(1+q+q^2)$, and the pair term is $2\beta q(1+q+q^2)$ with $q=(1+\beta r_{12})^{-1}$. Computing $\chi_i$ from scalar products avoids the cancellation in differences of squared distances. If burn-in is too short, the starting density biases the result, and the error bar does not reveal it.

\section{Helium with four choices of cusp}

All four functions have $\alpha=27/16$. The free ranges minimize the variance, computed by Gauss--Legendre quadrature in $r_{12}$, $r_1+r_2-r_{12}$ and $(r_1-r_2)/r_{12}$, and are rounded to two decimals. In bohr$^{-1}$ they are $\gamma=2.06$ for the nuclear cusp alone, $\beta=0.59$ for the electron cusp alone, and $\gamma=0.51$, $\beta=0.49$ for both. The Monte Carlo runs used 4000 walkers, 300 burn-in steps, 1000 measured steps and a width of 0.30 bohr; between 49\% and 53\% of the moves were accepted. The variances below come from quadrature, the energies and $\tau$ from sampling.

\begin{center}
\begin{tabular}{lccc}
Cusps & $E$ (Ry) & Var (Ry$^2$) & $\tau$\\
none & $-5.6959\pm0.0025$ & 3.589 & 6.8\\
nuclear & $-5.7057\pm0.0023$ & 2.621 & 7.8\\
electron & $-5.7530\pm0.0018$ & 1.505 & 8.4\\
both & $-5.7910\pm0.0006$ & 0.124 & 13.4
\end{tabular}
\end{center}

Added to the bare product, the nuclear cusp lowers the variance by 27\%. Added after the electron cusp, it lowers it by a factor of $1.505/0.124\approx12$. The gains are thus not independent. Nor does the short-range law predict their size, since the optimized ranges are comparable with the size of the atom: at $\gamma=2.06$ or $\beta=0.59$ bohr$^{-1}$ its leading term would exceed the whole variance of the bare product.

The sampled extremes show which singularity is left. With the nuclear cusp alone, $E_L$ ran from $-10$ to $+310$ Ry, the positive spikes coming from $2/r_{12}$. With the electron cusp alone it ran from $-246$ to $-3.5$ Ry, because $2(\alpha-Z)/r_i$ is negative. With both it stayed between $-7.5$ and $-3.9$ Ry, well inside the limits $-14.4$ and $1.2$ Ry from \eqref{eq:bounds}. For the bare product the sampled variance was 3.72 against 3.59 from quadrature; for both cusps the two agree at 0.124.

From no cusp to both, the variance falls by a factor of 29, but \eqref{eq:cost} gives a smaller saving in samples:
\begin{equation}
\frac{3.589\times6.8}{0.124\times13.4}\approx15 .
\end{equation}
The correlation length has roughly doubled. The tabulated $\tau$ were obtained with the sampled variances and scatter by about one step between runs, so the saving lies between about 13 and 15. It refers to the one step width used, 0.30 bohr, and depends strongly on it: the saving is about 10 at 0.18 bohr and about 23 at 0.45 bohr, where $\tau$ rises only from about 11 to 14.

The simpler choice $\alpha=Z$, $c=0$, $b=\frac12$ also gives a bounded $E_L$. Its best range is $\beta=0.33$ bohr$^{-1}$, with variance 0.337 Ry$^2$ and energy $-5.738$ Ry. Once the electron cusp is present, then, $\alpha=Z$ does better in variance than $\alpha=27/16$ without a nuclear cusp, the reverse of the order in the bare product. The separate nuclear range lowers the variance by a further factor of 2.7.

The two-cusp energy from quadrature is $-5.791$ Ry, or $-78.79$ eV. It is an upper bound to the ground-state energy of this Hamiltonian, not that energy itself: the function has no factor that depends jointly on $r_1$, $r_2$ and $r_{12}$, its exponent $\alpha$ was held fixed, and its ranges were chosen for low variance, not for lowest energy.
